\section*{Forces and stress with smeared occupations as derivatives of $E-\sigma S$, part 2}

In a metal on a finite $k$-mesh the occupations are smeared over a width $\sigma$. The gradient $\mathcal G_\lambda$, which contains no change of orbitals or occupations, is at fixed $N$ and $\sigma$ the derivative of $F=E-\sigma S$, not in general of the energy $E$. This part writes it out for plane waves and tests it in two examples.

Hartree atomic units are used, with a factor 2 per level for spin and $\sum_kw_k=1$. The parameter $\lambda$ is an atomic coordinate or a strain component, and a dot means $d/d\lambda$ along the self-consistent solution. Levels $\varepsilon_{nk}$ have coefficient vectors $c_{nk}$, basis overlap $O^k$ and occupations $f_{nk}=f(x_{nk})$, where $x_{nk}=(\varepsilon_{nk}-\mu)/\sigma$ and $\mu$ is the Fermi level. Then $N=\sum2wf$ and $S=\sum2ws(x)$, with matched entropy $s'=xf'$. The density matrices are $D^k=\sum_nf_{nk}c_{nk}c_{nk}^\dagger$ and $Q^k=\sum_nf_{nk}\varepsilon_{nk}c_{nk}c_{nk}^\dagger$. The density is $n$, the ionic potential $V_{\rm ion}$, the ion–ion energy $E_{ii}$, and the Hartree-exchange-correlation energy and potential $E_{Hxc}$ and $v_{Hxc}$. Janak's theorem is $\partial E/\partial f_{nk}=2w_k\varepsilon_{nk}$.

The earlier results cited are
\begin{equation}
\mathcal G_\lambda=\frac{\partial E}{\partial\lambda}\Big|_D-\sum_k2w_k\mathrm{Tr}(Q^k\dot O^k),
\label{eq:G}
\end{equation}
\begin{equation}
E=\sum_{nk}2w_kf\varepsilon-\int n\,v_{Hxc}+E_{Hxc}+E_{ii}.
\label{eq:band}
\end{equation}
\begin{equation}
\sigma\dot S=\sum2w\,\sigma s'\dot x=\sum2w\,\sigma x\,\dot f=\sum2w\,(\varepsilon-\mu)\dot f .
\label{eq:dS}
\end{equation}
\begin{equation}
\sum2w\,\varepsilon\dot f-\sigma\dot S=\mu\dot N,\qquad \dot F=\mathcal G_\lambda+\mu\dot N .
\label{eq:cancel}
\end{equation}
\begin{align}
\text{fixed }N:&\quad \dot F=\mathcal G_\lambda,\qquad \dot E=\mathcal G_\lambda+\sigma\dot S,\label{eq:main}\\
\text{fixed }\mu:&\quad \frac{d}{d\lambda}(F-\mu N)=\mathcal G_\lambda .\label{eq:grand}
\end{align}
If an entropy $\tilde s(f)$ of another scheme, with sum $\tilde S$, is used at fixed $N$,
\begin{equation}
\frac{d}{d\lambda}(E-\sigma\tilde S)-\mathcal G_\lambda=\sum2w\,\sigma\Big(x-\frac{d\tilde s}{df}\Big)\dot f ,
\label{eq:mismatch}
\end{equation}
On a dense mesh, with a density of states $g$ (spin included) constant over several $\sigma$,
\begin{equation}
\sigma S=g\sigma^2\!\int_{-\infty}^\infty\! s\,dx .
\label{eq:dos}
\end{equation}
The integral is $\pi^2/3$ for Fermi–Dirac, $1/2$ for Gaussian, and zero for first-order Methfessel–Paxton and cold smearing. In this regime $(E+F)/2$ estimates the unsmeared energy to order $\sigma^2$.

\subsection{Plane-wave force and stress}

Let the cell have volume $\Omega$ (area in two dimensions) and reciprocal vectors $\mathbf b_i$. The basis functions are $\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\sum_i(\kappa_i+m_i)\mathbf b_i$, where the fractional $k$-points $\kappa$ and the set of integers $m$ are held fixed. They are orthonormal in every cell, so $\dot O=0$. With $n(\mathbf r)=\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, local ionic form factors $v_I(G)$, a pair interaction with transform $W(G)$ and a local energy density $e(n)$, $v_{xc}=e'(n)$,
\begin{align}
E_{\rm kin}&=\sum_{nk}2w_kf_{nk}\sum_m|c_{nk}(m)|^2\,\tfrac12|\mathbf q|^2,\nonumber\\
E_{\rm ext}&=\frac1\Omega\sum_{\mathbf G,I}v_I(G)e^{-i\mathbf G\cdot\mathbf R_I}\nu^*(\mathbf G),\qquad E_H=\frac1{2\Omega}\sum_{\mathbf G}W(G)|\nu(\mathbf G)|^2,\nonumber\\
E_{xc}&=\Omega\,\langle e(\nu/\Omega)\rangle ,
\label{eq:pw}
\end{align}
where $\langle\cdot\rangle$ is the cell average and $\nu=\Omega n$. The components $\nu(\mathbf G)=\sum_k2w_k\sum_{m-m'\leftrightarrow\mathbf G}D^k_{mm'}$ depend on $D$ alone and are constant in $\partial/\partial\lambda|_D$. Only the phase in $E_{\rm ext}$ depends on $\mathbf R_I$, so the electronic part of the gradient is
\begin{equation}
\mathcal G_{\mathbf R_I}=\sum_{\mathbf G}(-i\mathbf G)\,v_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}\,n^*(\mathbf G).
\label{eq:force}
\end{equation}
A strain maps $\mathbf r\to(1+\epsilon)\mathbf r$ at fixed fractional atomic positions. Duality of direct and reciprocal vectors requires $\mathbf q\to(1+\epsilon)^{-T}\mathbf q\simeq(1-\epsilon^T)\mathbf q$, so $\mathbf G\cdot\mathbf R_I$ is invariant, $|\mathbf q|^2\to|\mathbf q|^2-2\sum q_a\epsilon_{ab}q_b$, and $\Omega\to\Omega(1+\mathrm{tr}\,\epsilon)$:
\begin{equation}
\frac{\partial|\mathbf q|^2}{\partial\epsilon_{ab}}=-2q_aq_b,\qquad \frac{\partial\Omega}{\partial\epsilon_{ab}}=\Omega\,\delta_{ab}.
\label{eq:strain}
\end{equation}
In \eqref{eq:pw} each prefactor $1/\Omega$ contributes $-\delta_{ab}$ times the term, each function of $G^2$ contributes $-2G_aG_b\,d/dG^2$, and $\partial E_{xc}/\partial\Omega=\langle e\rangle-\langle nv_{xc}\rangle$ because $\partial(\nu/\Omega)/\partial\Omega=-n/\Omega$. With $\tau_{ab}=\Omega^{-1}dF/d\epsilon_{ab}$, equation \eqref{eq:main} gives
\begin{align}
\Omega\tau_{ab}={}&-\sum_{nk}2w_kf_{nk}\sum_m|c_{nk}(m)|^2q_aq_b\nonumber\\
&-\delta_{ab}E_{\rm ext}-2\sum_{\mathbf G,I}G_aG_b\frac{dv_I}{dG^2}e^{-i\mathbf G\cdot\mathbf R_I}n^*(\mathbf G)\nonumber\\
&-\delta_{ab}E_H-\Omega\sum_{\mathbf G}G_aG_b\frac{dW}{dG^2}|n(\mathbf G)|^2\nonumber\\
&+\delta_{ab}\Big(E_{xc}-\int nv_{xc}\Big)+\frac{\partial E_{ii}}{\partial\epsilon_{ab}} .
\label{eq:stress}
\end{align}
A negative diagonal $\tau$ means that $F$ falls on expansion. A symmetric shear $\epsilon_{xy}=\epsilon_{yx}=h/2$ has $dF/dh=\Omega\tau_{xy}$. Nonlocal potentials and gradient-dependent functionals add explicit terms to \eqref{eq:force} or \eqref{eq:stress} and leave \eqref{eq:cancel} untouched. Equation \eqref{eq:stress} is the derivative at a fixed set of plane waves. At a fixed energy cutoff the set changes with strain, $F$ jumps when a plane wave enters, and \eqref{eq:stress} does not describe those jumps.

For atom-centred functions $\dot O\ne0$, and $\partial E/\partial\lambda|_D$ includes the derivatives of all integrals caused by the moving functions. The Pulay contribution is the whole of $\mathcal G_\lambda$ minus the operator term $\int n\,\partial_\lambda V_{\rm ion}+\partial_\lambda E_{ii}$. Equations \eqref{eq:dS}--\eqref{eq:grand} made no use of $\dot O=0$ and are unchanged.

\subsection{Worked example: a two-dimensional model metal}

The cell has vectors $(6,0)$ and $(1,5.5)$ bohr, $\Omega=33$ bohr$^2$, and $N=3$. Two Gaussian wells $v_I(G)=-2\pi a^2V_Ie^{-G^2a^2/2}$ with $V_I=0.6$ and $0.4$ Ha and $a=1$ bohr sit at fractional positions $(0,0)$ and $(0.4,0.3)$. The repulsion is $W=2\pi b^2Ue^{-G^2b^2/2}$ with $U=0.5$ Ha, $b=1$ bohr, and $e(n)=-cn^{3/2}$ with $c=0.3$ Ha\,bohr on a $16\times16$ grid. There are 29 plane waves ($m_1^2+m_2^2\le9$) and 18 $k$-points (the time-reversal half of a shifted $6\times6$ mesh, $2w=1/9$), and $\sigma=0.02$ Ha $=0.544$ eV. $E_{ii}$ is omitted, since it enters $\dot F$ and $\mathcal G_\lambda$ identically. Many digits are kept to display identities that hold exactly within this discretized model; they say nothing about convergence in basis or mesh. The numerical check compares \eqref{eq:force} and \eqref{eq:stress} with central differences (step $10^{-4}$) of re-converged solutions and requires $|\dot F-\mathcal G_\lambda|<10^{-6}$ in atomic units, for all five parameters tabulated below with Fermi--Dirac smearing and for $R_x$, $\epsilon_{xx}$ and $\epsilon_{xy}$ with the other three schemes.

With Fermi--Dirac smearing $\mu=0.233591$ Ha, 16 levels have $0.01<f<0.99$, and
\begin{align}
E&=0.499757-0.724506+0.453817-0.285037=-0.05597\ \text{Ha},\nonumber\\
F&=-0.055968-0.012917=-0.068885\ \text{Ha}.\nonumber
\end{align}
Equation \eqref{eq:band} gives the same $E=0.255331-0.480079+0.453817-0.285037$. For the level with $f=0.4469$ the finite difference $\partial E/\partial f$ and $2w\varepsilon$ are both $0.0264283$ Ha. A random unitary rotation of the orbitals at fixed $f$ changes $E$ with slope below the tested bound $10^{-7}$ Ha for self-consistent orbitals, and with slope $1.5\times10^{-3}$ Ha for orbitals of the uniform-density Hamiltonian.

The four lines of \eqref{eq:stress} for $xx$ give
\begin{equation*}
\Omega\tau_{xx}=-0.492217+0.603864-0.438996+0.142518=-0.184831\ \text{Ha}.
\end{equation*}
The last entry is $-E_{xc}/2$, because $nv_{xc}=\tfrac32e$. Thus $\tau_{xx}=-0.184831/33=-0.005601$ Ha/bohr$^2=-8.72$ N/m; likewise $\tau_{yy}=-11.36$ and $\tau_{xy}=0.52$ N/m. The derivatives at fixed $N$ (Ha/bohr for a displacement of the second well, Ha for strain) are
\begin{center}
\begin{tabular}{lrrr}
$\lambda$ & $\mathcal G_\lambda=\dot F$ & $\sigma\dot S$ & $\dot E$\\
$R_x$ & $0.011227$ & $0.000069$ & $0.011296$\\
$R_y$ & $0.013138$ & $-0.000822$ & $0.012316$\\
$\epsilon_{xx}$ & $-0.184831$ & $0.026338$ & $-0.158493$\\
$\epsilon_{yy}$ & $-0.240882$ & $0.000656$ & $-0.240226$\\
$\epsilon_{xy}$ & $0.011054$ & $-0.002178$ & $0.008876$
\end{tabular}
\end{center}
and $\sum2w\varepsilon\dot f$, differenced separately, equals $\sigma\dot S$ in each row within the tested $10^{-5}$. The force on the second well is $(-0.577,-0.676)$ eV/\AA. Taking $\dot E$ for $\dot F$ errs, relative to $|\dot F|$, by $0.6\%$ for $R_x$, $6\%$ for $R_y$, $14\%$ for $\epsilon_{xx}$ and $20\%$ for $\epsilon_{xy}$. The estimate $(E+F)/2$ has slope $-0.184831+0.026338/2=-0.171662$ Ha in $\epsilon_{xx}$.

Free electrons in two dimensions have $g=2\,\Omega\,(2\pi q\,dq/d\varepsilon)/(2\pi)^2=\Omega/\pi$, so \eqref{eq:dos} gives $\sigma S=(33/\pi)(0.02)^2\pi^2/3=0.0138$ Ha, near the computed $0.0129$ Ha, and predicts $\sigma\dot S=\sigma S$ for both $\epsilon_{xx}$ and $\epsilon_{yy}$ since $g\propto\Omega$. The computed values, $0.0263$ and $0.0007$ Ha, have a mean of $0.0135$ Ha but are very unequal. The coarse mesh alone produces an inequality of this size: free electrons, with no potential and hence no gaps, give $0.032$ and $-0.002$ Ha on the same $6\times6$ mesh, and $0.0138$ Ha for both strains on a $24\times24$ mesh. The interacting model on a $24\times24$ mesh gives $0.0127$ and $0.0135$ Ha, with $\dot F=-0.1909$ Ha for $\epsilon_{xx}$, so the $14\%$ error quoted above falls to $7\%$.

The number term becomes visible at fixed $\mu$. For $\epsilon_{xx}$, $\dot N=1.967545$ and $\mu\dot N=0.233591\times1.967545=0.45960$ Ha. The first of \eqref{eq:cancel} reads $0.482458-0.022858=0.459600$ Ha. Now $\dot F=+0.274769$ Ha has the opposite sign to the stress, while \eqref{eq:grand} gives $0.274769-0.459600=-0.184831$ Ha, the same $\mathcal G$.

For the other schemes $\sigma S$ falls, as \eqref{eq:dos} suggests, to $0.00201$ (Gaussian), $0.00039$ (Methfessel--Paxton) and $0.00006$ Ha (cold). Its derivative does not fall with it for every $\lambda$. For $\epsilon_{xx}$ its magnitude is below the Fermi--Dirac value of $0.0263$ Ha in all three schemes ($0.0091$, $0.0050$ and $-0.0070$ Ha), but for $R_x$, $\sigma\dot S=0.00054$, $0.00112$ and $0.00112$ Ha/bohr, against $0.00007$ for Fermi--Dirac; for cold smearing under shear it is $0.01079$ Ha, $80\%$ of $\dot F=0.01347$ Ha. A small $\sigma S$ therefore does not imply a small $\sigma\dot S$ on this $6\times6$ mesh: with cold smearing $\sigma S$ is only $0.00006$ Ha, yet taking $\dot E$ for $\dot F$ errs by $10\%$ for $R_x$. The estimate \eqref{eq:dos} assumes that many levels sample $s$, and these values are not converged in the mesh: the $10\%$ error for $R_x$ with cold smearing falls to $2\%$ on a $12\times12$ mesh and $1\%$ on an $18\times18$ mesh. Finally, Gaussian occupations combined with the Fermi--Dirac entropy miss $\mathcal G=-0.167837$ Ha for $\epsilon_{xx}$ by $-0.014236$ Ha, or $8\%$ of $|\mathcal G|$; this is the residual \eqref{eq:mismatch}.

\subsection{Worked example: a moving basis}

A linear H$_4$ chain with nuclei at $z=0$, $1.6$, $3.6$, $5.4$ bohr is treated in restricted thermal Hartree--Fock theory with the 6-31G basis, $w=1$, and Fermi--Dirac $\sigma=0.1$ Ha, a width chosen to make the occupation terms large. The occupations of the four lowest levels are $0.994$, $0.950$, $0.051$, $0.004$, and $F=-2.121871-0.092374=-2.214245$ Ha, nuclear repulsion included. For the second atom moved along $z$, \eqref{eq:G} gives
\begin{equation*}
\mathcal G=0.312916-0.234716=0.078200\ \text{Ha/bohr},
\end{equation*}
and the re-converged solutions give $\dot F=\dot E-\sigma\dot S=0.148313-0.070112=0.07820$ Ha/bohr; agreement within $10^{-6}$ is tested. The force is $-4.02$ eV/\AA. The operator term alone is $0.035265$ Ha/bohr, so the Pulay part, $0.078200-0.035265=0.042935$ Ha/bohr, is $55\%$ of $\dot F$ in this basis. These numbers display the identity and are not converged in the basis. With cc-pVDZ, cc-pVTZ and aug-cc-pVDZ the force is $-3.83$, $-3.98$ and $-3.19$ eV/\AA, $F$ is $-2.2228$, $-2.2321$ and $-2.2599$ Ha, and the Pulay share is $11\%$, $4\%$ and $13\%$. The diffuse set shifts the force and $F$ the most; at this large $\sigma$ its fourth to sixth levels have occupations $0.033$, $0.022$ and $0.015$. In an incomplete basis that moves with the atoms the gradient of $F$ is \eqref{eq:G}, with smeared occupations in both $D$ and $Q$, and not the bare Hellmann--Feynman term.

\section*{Calculated quantities}
\begin{verbatim}
entropy closed form vs quadrature, max error 2.4e-13
cell [[6.0, 0.0], [1.0, 5.5]] bohr, area 33.0 bohr^2, N 3
fractional sites [[0.0, 0.0], [0.4, 0.3]], depths (0.6, 0.4) Ha, width 1.0 bohr
repulsion 0.5 Ha, width 1.0 bohr, c 0.3 Ha bohr, grid 16x16
29 plane waves, 18 k points, sigma 0.02 Ha = 0.544 eV, step 0.0001
FD E parts kin,ion,H,xc (Ha): 0.499757 -0.724506 0.453817 -0.285037
FD: mu 0.233591 E -0.055968 sigma*S 0.012917 F -0.068885 Ha
Gauss: mu 0.234207 E -0.061408 sigma*S 0.002008 F -0.063415 Ha
MP1: mu 0.236544 E -0.061990 sigma*S 0.000389 F -0.062379 Ha
cold: mu 0.235800 E -0.062550 sigma*S 0.000060 F -0.062610 Ha
FD levels with 0.01<f<0.99: 16
band energy 0.255331 Ha, int n v_Hxc 0.480079 Ha
Janak: f 0.4469, dE/df 0.02642831, 2w*eps 0.02642831 Ha
orbital-rotation slope: SCF 1.1e-11, non-SCF 1.476e-03 Ha
fixed N (Ha/bohr for R, Ha for e): explicit, dF, dE, sum 2w eps df, sigma dS
FD Rx: 0.0112270 0.0112270 0.0112963 0.0000693 0.0000693
FD Ry: 0.0131379 0.0131379 0.0123162 -0.0008217 -0.0008217
FD exx: -0.1848310 -0.1848310 -0.1584928 0.0263382 0.0263382
FD eyy: -0.2408816 -0.2408816 -0.2402262 0.0006555 0.0006555
FD exy: 0.0110543 0.0110543 0.0088763 -0.0021780 -0.0021780
Gauss Rx: 0.0115043 0.0115043 0.0120406 0.0005363 0.0005363
Gauss exx: -0.1678370 -0.1678370 -0.1587103 0.0091267 0.0091267
Gauss exy: 0.0121152 0.0121152 0.0173407 0.0052255 0.0052255
MP1 Rx: 0.0118693 0.0118693 0.0129851 0.0011158 0.0011158
MP1 exx: -0.1627665 -0.1627665 -0.1577270 0.0050396 0.0050396
MP1 exy: 0.0147461 0.0147461 0.0197926 0.0050466 0.0050465
cold Rx: 0.0113944 0.0113944 0.0125167 0.0011224 0.0011224
cold exx: -0.1645741 -0.1645741 -0.1715348 -0.0069607 -0.0069607
cold exy: 0.0134688 0.0134688 0.0242587 0.0107899 0.0107899
FD Rx: d[(E+F)/2] 0.0112616, dmu -0.002604 (same units)
FD exx: d[(E+F)/2] -0.1716619, dmu -0.347896 (same units)
FD area*tau_xx kin,ion,H,xc (Ha): -0.492217 0.603864 -0.438996 0.142518
FD area*tau_xy kin,ion,H,xc (Ha): 0.003877 0.006613 0.000564 0.000000
Gauss f with FD entropy, exx: derivative misses by -0.014236 Ha
fixed mu exx: dN 1.967545, mu dN 0.4596001 Ha, dF 0.2747691 Ha
fixed mu exx: sum 2w eps df 0.4824583, sigma dS 0.0228582 Ha
fixed mu exx: d(F-mu N) -0.1848310 Ha
FD force atom 2: -0.5773 -0.6756 eV/A
FD tau xx,yy,xy (Ha/bohr^2): -0.0056009 -0.0072994 0.0003350
FD tau xx,yy,xy (N/m): -8.720 -11.364 0.522
H4 z [0.0, 1.6, 3.6, 5.4] bohr, sigma 0.1 Ha, atom 2 moved along z
H4 f of lowest four levels: 0.9943 0.9504 0.0511 0.0041
H4 mu -0.158479 E -2.121871 sigma*S 0.092374 F -2.214245 Ha
H4 dF 0.0782004 dE 0.1483127 sigma dS 0.0701123 Ha/bohr
H4 fixed-D 0.3129163 overlap -0.2347159 sum 0.0782004 Ha/bohr
H4 operator-only 0.0352650, Pulay total 0.0429354 Ha/bohr
H4 force on atom 2: -4.0212 eV/A
\end{verbatim}
